# The Nambu–Jona-Lasinio gap equation and its massless pseudoscalar pole, part 1

(Sections cited here and not found follow in the second part.)

## First half: the gap equation and the critical coupling

Q: You want massless fermions to acquire a mass through their own interaction. What is the Lagrangian, and what stops you from simply writing the mass into it?

A: Take $N$ copies of a Dirac field in three space dimensions, with $\hbar=c=1$ and metric $(+,-,-,-)$:

$$\mathcal L=\bar\psi\, i\gamma^\mu\partial_\mu\psi+G\left[(\bar\psi\psi)^2+(\bar\psi i\gamma_5\psi)^2\right],\qquad G>0 .$$

Each bilinear contains a sum over the copies. The matrix $\gamma_5$ is hermitian, squares to one and anticommutes with every $\gamma^\mu$.

What forbids a mass term is the chiral rotation $\psi\to e^{i\theta\gamma_5}\psi$. Because $\gamma_5$ anticommutes with the $\gamma^0$ inside $\bar\psi=\psi^\dagger\gamma^0$, the conjugate field turns with the same sign, $\bar\psi\to\bar\psi e^{i\theta\gamma_5}$. The kinetic term is unchanged, since $e^{i\theta\gamma_5}\gamma^\mu e^{i\theta\gamma_5}=\gamma^\mu$. The two bilinears mix:

$$\bar\psi\psi\to\cos2\theta\,\bar\psi\psi+\sin2\theta\,\bar\psi i\gamma_5\psi,$$
$$\bar\psi i\gamma_5\psi\to\cos2\theta\,\bar\psi i\gamma_5\psi-\sin2\theta\,\bar\psi\psi .$$

The minus sign comes from $(i\gamma_5)^2=-1$. This is a plane rotation, so the sum of squares in $\mathcal L$ is invariant, while a term $-m_0\bar\psi\psi$ alone is not.

Q: Then the symmetry forbids the mass, and the discussion should end there.

A: It forbids a mass in the Lagrangian. It does not force the ground state to be symmetric. If the ground state has $\langle\bar\psi\psi\rangle\neq0$, a fermion moving through it can behave as a massive particle. Write $\bar\psi\psi=\langle\bar\psi\psi\rangle+\delta$, where $\delta$ is the fluctuation. Then

$$(\bar\psi\psi)^2=\langle\bar\psi\psi\rangle^2+2\langle\bar\psi\psi\rangle\delta+\delta^2
=2\langle\bar\psi\psi\rangle\,\bar\psi\psi-\langle\bar\psi\psi\rangle^2+\delta^2 .$$

A chiral rotation can point the average along $\bar\psi\psi$, so that $\langle\bar\psi i\gamma_5\psi\rangle=0$. Dropping $\delta^2$ leaves

$$\mathcal L_{\rm MF}=\bar\psi\left(i\gamma^\mu\partial_\mu+2G\langle\bar\psi\psi\rangle\right)\psi-G\langle\bar\psi\psi\rangle^2 .$$

A free Dirac Lagrangian has $-M$ in the place of $2G\langle\bar\psi\psi\rangle$. Therefore

$$M=-2G\langle\bar\psi\psi\rangle .$$

Q: What entitles you to drop $\delta^2$? And a four-fermion product can be averaged in another way, by pairing a field from one bilinear with a field from the other.

A: Both are controlled by large $N$ with $GN$ held fixed. The average of $\bar\psi\psi$ adds $N$ equal contributions, so the term kept in the mass is of order $GN$, which is of order one. Your other pairing ties the copy index of one bilinear to that of the other. It has no free sum over copies, so it is at most of order $G$, smaller by $1/N$. In the mass, the contributions of this kind from the two squares even cancel, because $(i\gamma_5)^2=-1$. The fluctuation $\delta$ is a sum of $N$ independent contributions of zero mean at this order, so it is of order $\sqrt N$ against an average of order $N$. Everything below is the leading order in $1/N$. For a small $N$ it is an approximation whose error I do not estimate here.

Q: Now you need $\langle\bar\psi\psi\rangle$, which depends on $M$ itself. How do you compute it without an obscure subtraction?

A: By filling the Dirac sea. For momentum $\mathbf p$ the one-particle Hamiltonian is $h=\boldsymbol\alpha\cdot\mathbf p+\beta M$, with $\beta=\gamma^0$ and $\boldsymbol\alpha=\gamma^0\boldsymbol\gamma$. These matrices anticommute with one another and square to one, so $h^2=E^2$ with $E=\sqrt{p^2+M^2}$. The projector on the negative levels is $P_-=\tfrac12(1-h/E)$, because it gives one for $h=-E$ and zero for $h=E$. Since $\bar\psi\psi=\psi^\dagger\beta\psi$, each momentum and each copy contributes

$$\mathrm{tr}(\beta P_-)=\tfrac12\,\mathrm{tr}\,\beta-\frac{1}{2E}\mathrm{tr}(\beta h)=0-\frac{4M}{2E}=-\frac{2M}{E}.$$

Here $\mathrm{tr}\,\beta=0$, $\mathrm{tr}(\beta\alpha_i)=0$ and $\mathrm{tr}\,\beta^2=4$. Define

$$I(M)=\int_{|\mathbf p|<\Lambda}\frac{d^3p}{(2\pi)^3}\,\frac{1}{2E}.$$

Summing over momenta and copies gives $\langle\bar\psi\psi\rangle=-4NM\,I(M)$. The mean-field relation then becomes

$$M=8GNM\,I(M),\qquad\text{that is}\qquad M\left[1-8GN\,I(M)\right]=0 .$$

Q: You slipped in a cutoff $\Lambda$. Is it a technical device, to be removed at the end?

A: No. At large $p$ the integrand of $I$ behaves as $p^2/p$, so the integral grows as $\Lambda^2$. The coupling $G$ has dimension $1/\text{mass}^2$, and in this treatment the cutoff is a parameter of the model, on the same footing as $G$. I cut the spatial momentum and leave the energy variable free. The model then keeps an ordinary Hamiltonian with a sea that can be filled, but it loses invariance under boosts. That loss has a visible consequence for a moving bound state, which has to be faced later.

Q: Do the integral, please.

A: The angular integration gives $d^3p/(2\pi)^3\to p^2dp/(2\pi^2)$, so

$$I=\frac{1}{4\pi^2}\int_0^\Lambda\frac{p^2}{E}\,dp .$$

Differentiate $pE$, using $dE/dp=p/E$ and $E=(p^2+M^2)/E$:

$$\frac{d}{dp}(pE)=E+\frac{p^2}{E}=\frac{2p^2}{E}+\frac{M^2}{E}.$$

Since $\int_0^\Lambda dp/E=\operatorname{arsinh}(\Lambda/M)$, solving for the wanted integral gives

$$\int_0^\Lambda\frac{p^2}{E}dp=\frac12\left[\Lambda\sqrt{\Lambda^2+M^2}-M^2\operatorname{arsinh}\frac{\Lambda}{M}\right],$$

$$I(M)=\frac{1}{8\pi^2}\left[\Lambda\sqrt{\Lambda^2+M^2}-M^2\operatorname{arsinh}\frac{\Lambda}{M}\right].$$

Q: The equation has the solution $M=0$ for every $G$. Why should there be another one?

A: For $M>0$ we may divide by $M$, and what remains is the nontrivial gap equation, $8GN\,I(M)=1$. Set $x=M/\Lambda$ and $p=\Lambda t$. Then $I=\Lambda^2F(x)/(8\pi^2)$ with

$$F(x)=2\int_0^1\frac{t^2\,dt}{\sqrt{t^2+x^2}}=\sqrt{1+x^2}-x^2\operatorname{arsinh}\frac1x .$$

The first form shows all that is needed. At $x=0$ it is $2\int_0^1t\,dt=1$. For every $t>0$ the integrand falls as $x$ grows, so $F$ decreases strictly. Replacing the root by the smaller number $x$ gives $F<2/(3x)$, which tends to zero. Hence $F$ takes each value between 1 and 0 once. The gap equation reads

$$\frac{GN\Lambda^2}{\pi^2}F(x)=1 .$$

It has a solution with $x>0$ if and only if the prefactor exceeds one, and that solution is unique. The critical coupling is therefore

$$G_c=\frac{\pi^2}{N\Lambda^2},\qquad F(x)=\frac{G_c}{G}.$$

Q: Is the number $\pi^2$ a property of the interaction?

A: It belongs to the interaction together with this cutoff. Suppose one cuts the Euclidean four-momentum at $\Lambda$ instead. The integral corresponding to $I(0)$ is

$$\int\frac{d^4p_E}{(2\pi)^4}\frac1{p_E^2}=\frac{2\pi^2}{16\pi^4}\int_0^\Lambda p\,dp=\frac{\Lambda^2}{16\pi^2},$$

half of the value $\Lambda^2/(8\pi^2)$ used here, and the critical coupling doubles to $2\pi^2/(N\Lambda^2)$. A threshold exists in both schemes, but its position depends on the scheme.

Q: How does the mass rise just above threshold? I would expect a square root, as in a mean-field phase transition.

A: There is a logarithm as well. For small $x$,

$$\sqrt{1+x^2}=1+\frac{x^2}{2}+O(x^4),$$
$$\operatorname{arsinh}\frac1x=\ln\frac{1+\sqrt{1+x^2}}{x}=\ln\frac2x+O(x^2).$$

Inserting both in $F=G_c/G$ gives

$$1-\frac{G_c}{G}=x^2\left[\ln\frac2x-\frac12\right]+O(x^4).$$

With a constant bracket this would be a square-root law. The logarithm comes from momenta between $M$ and $\Lambda$: the first correction to $1/E$ is $-M^2/(2p^3)$, and integrating it with weight $p^2$ gives $\int dp/p$.

The onset is steep. At $G=1.001\,G_c$ a numerical root search in the gap equation, with the momentum integral done by quadrature for $\Lambda=650$ MeV, gives $M=9.81$ MeV, so $x=0.01509$. The right side is then $2.277\times10^{-4}\times(4.887-0.5)=9.99\times10^{-4}$, and the left side is $0.001/1.001=9.99\times10^{-4}$. An excess of 0.1 percent in the coupling already gives a mass of 1.5 percent of the cutoff. Conversely, a mass far below the cutoff requires a coupling tuned close to $G_c$.

Q: And at very strong coupling?

A: For $x\gg1$ the integral gives $F\approx2/(3x)$, so $M\approx\tfrac23\Lambda\,G/G_c$. Every sea state then has $\langle\beta\rangle$ close to $-1$, the condensate saturates, and the mass grows linearly with $G$. But $M$ is now larger than the highest momentum admitted, and a model meant for scales below $\Lambda$ no longer describes its own fermion sensibly.

Q: Two solutions above threshold, then. Why should nature prefer the massive one?

A: We need an energy that can be compared between states. At leading order the energy density of a trial state is $\langle T\rangle-Gs^2-Gs_5^2$, where $T$ is the kinetic energy density, $s=\langle\bar\psi\psi\rangle$ and $s_5=\langle\bar\psi i\gamma_5\psi\rangle$. The signs follow from $\mathcal H_{\rm int}=-\mathcal L_{\rm int}$. For any real $s$,

$$-Gs^2=\min_\sigma\left[\frac{\sigma^2}{4G}+\sigma s\right],$$

because the minimum lies at $\sigma=-2Gs$, where the bracket is $Gs^2-2Gs^2$. The same holds for $s_5$ with a second variable $\pi$. Two minimizations may be done in either order, so do the one over states first, at fixed $\sigma$ and $\pi$. The fermions are then free, with

$$h=\boldsymbol\alpha\cdot\mathbf p+\beta\sigma+i\beta\gamma_5\,\pi .$$

The matrix $i\beta\gamma_5$ squares to one and anticommutes with $\beta$ and with each $\alpha_i$. Hence $h^2=p^2+\sigma^2+\pi^2$. Since $h$ is traceless, two of its four levels are negative, and filling them gives

$$V(\sigma,\pi)=\frac{\sigma^2+\pi^2}{4G}-2N\int_{|\mathbf p|<\Lambda}\frac{d^3p}{(2\pi)^3}\sqrt{p^2+\sigma^2+\pi^2}.$$

The lowest value of $V$ is the mean-field ground-state energy density. It depends on $m=\sqrt{\sigma^2+\pi^2}$ alone. Using $\int d^3p/[(2\pi)^3E]=2I$,

$$\frac{dV}{dm}=\frac{m}{2G}-4Nm\,I(m)=\frac{m}{2G}\left[1-8GN\,I(m)\right].$$

For $G<G_c$ the bracket is positive at every $m>0$, and the minimum is at $m=0$. For $G>G_c$ it is negative below the gap solution and positive above it. The energy therefore falls from $m=0$ down to $m=M$ and rises afterwards, so the massive state lies lower.

Q: Show me one case in numbers.

A: Take round parameters: $N=3$, $\Lambda=650$ MeV and $G=1.3\,G_c$. Then

$$G_c=\frac{3.2899}{(650\ \text{MeV})^2}=7.787\times10^{-6}\ \text{MeV}^{-2},$$
$$G=1.0123\times10^{-5}\ \text{MeV}^{-2}.$$

The equation to solve is $F(x)=1/1.3=0.7692$. A numerical root search gives $x=0.4781$. Inserting it, $\sqrt{1+x^2}=1.1084$ and $x^2\operatorname{arsinh}(1/x)=0.2286\times1.4839=0.3392$, whose difference is $0.7692$. The mass is $M=0.4781\times650=310.8$ MeV.

The gap integral is $I(M)=4116$ MeV$^2$, so the condensate is

$$\langle\bar\psi\psi\rangle=-4\times3\times310.8\times4116=-1.535\times10^7\ \text{MeV}^3,$$

and $-2G$ times this returns $310.8$ MeV.

The energy density, with the momentum integral done by Gauss–Legendre quadrature, is $V(M)-V(0)=-2.78\times10^8$ MeV$^4$. It is a small difference of larger pieces. The field term costs $M^2/(4G)=2.385\times10^9$ MeV$^4$, so the sea must have gained $2.663\times10^9$ MeV$^4$.

Q: Could I have reached this mass by iteration, starting from massless fermions?

A: Not from $M=0$. One step of the iteration replaces $M$ by $(G/G_c)F(M/\Lambda)\,M$, and zero stays zero. A small nonzero start grows when $G>G_c$, since $F$ is then close to one and the factor exceeds one. At $G=0.8\,G_c$ the factor never exceeds $0.8$, and any starting mass dies away. The symmetric state is thus a consistent solution on both sides of the threshold, but above it the slightest mass is amplified.

## Second half: the pseudoscalar ladder and its pole

Q: Before the bound state, tell me what we carry over.

A: There are $N$ Dirac fields with coupling $G[(\bar\psi\psi)^2+(\bar\psi i\gamma_5\psi)^2]$ and momenta $|\mathbf p|<\Lambda$, treated at leading order in $1/N$. The fermion energy is $E=\sqrt{p^2+M^2}$, and

$$I(M)=\int\frac{d^3p}{(2\pi)^3}\frac1{2E}=\frac{\Lambda^2}{8\pi^2}F\!\left(\frac M\Lambda\right),$$

where $F$ falls from 1 to 0. All spatial integrals carry the cutoff. The mass obeys $M[1-8GN\,I(M)]=0$. A solution $M>0$ exists if and only if $G>G_c=\pi^2/(N\Lambda^2)$. The energy density $V(\sigma,\pi)$ depends on $m=\sqrt{\sigma^2+\pi^2}$ alone, with $dV/dm=(m/2G)[1-8GN\,I(m)]$. The example has $N=3$, $\Lambda=650$ MeV, $G=1.3\,G_c=1.0123\times10^{-5}$ MeV$^{-2}$ and $M=310.8$ MeV.

Above the critical coupling $G_c$ the gap equation has a unique solution $M>0$, and this massive state has lower energy than the massless one. It remains to see whether repeated scattering of a fermion and an antifermion in the pseudoscalar channel produces a massless bound state.
